**Numerical test of the Bloch-sum eigenproblem and the chain band with overlap**

The program tests $H(k)c=E\,S(k)c$ and the nearest-neighbour band $E=(e_0+2t\cos ka)/(1+2s\cos ka)$ on a ring of 12 Gaussian wells. Here $a$ is the spacing, $e_0$ and $t$ are the on-site and nearest-neighbour elements of the Hamiltonian, and $s$ is the nearest-neighbour overlap. It asserts that the two-orbital energies from $H(k)$ and $S(k)$ agree with a diagonalisation of the whole ring that makes no use of translation symmetry, and that Bloch sums with different $k$ do not couple. It also asserts that the band formula, its edges and its width $4|t-e_0s|/(1-4s^2)$ agree with the diagonalised truncated ring. Further assertions cover the shift of the energy zero, the first-order second-neighbour correction, and the ordering of the plane-wave, two-orbital and one-orbital energies. The output shows a width of 2.81 eV, whereas $4|t|$ is 5.17 eV, and a largest truncation error of 11.25 meV relative to the one-orbital band with all neighbours. For a wider orbital with $s=0.570$, the truncated overlap matrix has a negative eigenvalue, while the complete one is positive definite.

## Numerical verification

```python
"""
Result under test: Bloch sums of local orbitals turn the periodic one-electron
problem into H(k) c = E S(k) c, and for one orbital per cell with only
nearest-neighbour elements
    E(k) = (e0 + 2 t cos ka) / (1 + 2 s cos ka).
Symbols: a = lattice spacing, k = wave number, e0 = <0|H|0>, t = <0|H|1>,
s = <0|1>, where |n> is the orbital centred on cell n; t2 and s2 are the
second-neighbour elements. H contains the potential of the whole chain.
Model: a ring of Gaussian wells -depth*exp(-x^2/(2 w^2)), with orbitals
proportional to exp(-x^2/(2 b^2)) (even) and x*exp(-x^2/(2 b^2)) (odd).
Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import hbar, m_e, e as charge

kin = hbar**2 / (2 * m_e) / charge * 1e18      # hbar^2/(2m) in eV nm^2
a, n_cells = 0.30, 12
depth, well_width, orb_width = 10.0, 0.08, 0.10
length = n_cells * a
pts_cell = 120
n_grid = pts_cell * n_cells
dx = length / n_grid
x = np.arange(n_grid) * dx


def offset(center):
    """Signed distance from center on the ring."""
    return (x - center + length / 2) % length - length / 2


def well(cell):
    return -depth * np.exp(-offset(cell * a)**2 / (2 * well_width**2))


potential = sum(well(n) for n in range(n_cells))


def orbitals(width, odd=False):
    """Values and slopes of the normalised orbitals on all cells."""
    d = np.array([offset(n * a) for n in range(n_cells)])
    g = (np.pi * width**2)**(-0.25) * np.exp(-d**2 / (2 * width**2))
    if odd:
        factor = np.sqrt(2) / width
        return factor * d * g, factor * (1 - d**2 / width**2) * g
    return g, -d / width**2 * g


def matrices(values, slopes, v):
    """Hamiltonian and overlap matrices by quadrature over the ring."""
    ham = kin * (slopes.conj() @ slopes.T) * dx
    ham = ham + ((values.conj() * v) @ values.T) * dx
    return ham, (values.conj() @ values.T) * dx


even_val, even_slope = orbitals(orb_width)
odd_val, odd_slope = orbitals(orb_width, odd=True)
H1, S1 = matrices(even_val, even_slope, potential)
H2, S2 = matrices(np.vstack([even_val, odd_val]),
                  np.vstack([even_slope, odd_slope]), potential)
e0, t, s = H1[0, 0], H1[0, 1], S1[0, 1]
t2, s2 = H1[0, 2], S1[0, 2]
e_single = matrices(even_val, even_slope, well(0))[0][0, 0]

cells = np.arange(n_cells)
ks = 2 * np.pi * cells / length                # allowed wave numbers
phase = np.exp(1j * np.outer(ks, cells) * a)


def band_formula(k):
    c = np.cos(k * a)
    return (e0 + 2 * t * c) / (1 + 2 * s * c)


# Two orbitals per cell: small k-dependent problems against the whole ring,
# which is diagonalised without any use of translation symmetry.
H4 = H2.reshape(2, n_cells, 2, n_cells)[:, 0]
S4 = S2.reshape(2, n_cells, 2, n_cells)[:, 0]
two_orb = np.array([eigh(H4 @ p, S4 @ p, eigvals_only=True) for p in phase])
ring_two = eigh(H2, S2, eigvals_only=True)
err_two = np.max(np.abs(np.sort(two_orb.ravel()) - ring_two))
assert err_two < 1e-8

# Explicit Bloch functions in space: no coupling between different k, and
# energy and squared norm equal to the lattice sums.
bloch = phase @ even_val / np.sqrt(n_cells)
bloch_slope = phase @ even_slope / np.sqrt(n_cells)
HB, SB = matrices(bloch, bloch_slope, potential)
coupling = max(np.max(np.abs(M - np.diag(np.diag(M)))) for M in (HB, SB))
assert coupling < 1e-9
norm_sum = (phase @ S1[0]).real
all_neigh = (phase @ H1[0]).real / norm_sum
assert np.allclose(np.diag(SB).real, norm_sum, atol=1e-10)
assert np.allclose((np.diag(HB) / np.diag(SB)).real, all_neigh, atol=1e-9)

# Closed band formula against diagonalisation of the truncated ring.
hop = np.zeros((n_cells, n_cells))
for n in cells:
    hop[n, (n + 1) % n_cells] = hop[(n + 1) % n_cells, n] = 1.0
unit = np.eye(n_cells)
ring_nn = eigh(e0 * unit + t * hop, unit + s * hop, eigvals_only=True)
formula = band_formula(ks)
err_nn = np.max(np.abs(np.sort(formula) - ring_nn))
assert err_nn < 1e-10

# Band edges, width and position relative to e0.
bottom, top = ring_nn[0], ring_nn[-1]
reduced = t - e0 * s
width = 4 * abs(reduced) / (1 - 4 * s**2)
assert abs((top - bottom) - width) < 1e-10
assert abs(bottom - band_formula(0.0)) < 1e-10
assert abs(top - band_formula(np.pi / a)) < 1e-10
assert top - e0 > e0 - bottom

# Second-neighbour correction to first order in t2 and s2; what remains is
# of second order, a few microelectronvolts here.
correction = (2 * (t2 - formula * s2) * np.cos(2 * ks * a)
              / (1 + 2 * s * np.cos(ks * a)))
trunc = all_neigh - formula
assert np.max(np.abs(trunc - correction)) < 2e-5
assert np.max(np.abs(trunc)) > 1e-3

# Moving the energy zero: t changes, the reduced element does not.
shift = 5.0
H_up, S_up = matrices(even_val, even_slope, potential + shift)
t_up = H_up[0, 1]
reduced_up = t_up - H_up[0, 0] * S_up[0, 1]
ring_up = eigh(H_up, S_up, eigvals_only=True)
ring_one = eigh(H1, S1, eigvals_only=True)
assert abs(t_up - (t + shift * s)) < 1e-10
assert abs(reduced_up - reduced) < 1e-10
assert np.allclose(ring_up, ring_one + shift, atol=1e-9)

# Converged plane waves give the true lowest band and test the upper bound.
v_fourier = np.fft.fft(potential[:pts_cell]) / pts_cell


def plane_wave_energy(k, n_max):
    g = np.arange(-n_max, n_max + 1)
    ham = v_fourier[(g[:, None] - g[None, :]) % pts_cell]
    ham = ham + np.diag(kin * (k + 2 * np.pi * g / a)**2)
    return eigh(ham, eigvals_only=True)[0]


exact = np.array([plane_wave_energy(k, 20) for k in ks])
smaller = np.array([plane_wave_energy(k, 14) for k in ks])
assert np.max(np.abs(exact - smaller)) < 1e-8
assert np.all(exact <= two_orb[:, 0] + 1e-8)
assert np.all(two_orb[:, 0] <= all_neigh + 1e-8)

# A wide orbital: the complete overlap matrix is positive definite, the one
# cut after nearest neighbours is not, because s exceeds 1/2.
wide_width = 0.20
wide_val, wide_slope = orbitals(wide_width)
S_wide = matrices(wide_val, wide_slope, potential)[1]
s_wide = S_wide[0, 1]
min_full = np.linalg.eigvalsh(S_wide)[0]
min_cut = np.linalg.eigvalsh(unit + s_wide * hop)[0]
assert s_wide > 0.5 and min_full > 0 and min_cut < 0
assert np.linalg.eigvalsh(unit + s * hop)[0] > 0

print(f"hbar^2/(2m) = {kin:.6f} eV nm^2")
print(f"spacing a = {a:.2f} nm, cells N = {n_cells}")
print(f"well depth = {depth:.1f} eV, well width w = {well_width:.2f} nm")
print(f"orbital width b = {orb_width:.2f} nm")
print(f"orbital energy with one well only = {e_single:.4f} eV")
print(f"e0 = {e0:.4f} eV")
print(f"e0 minus one-well energy = {e0 - e_single:.4f} eV")
print(f"t = {t:.4f} eV")
print(f"s = {s:.5f} (no unit)")
print(f"t2 = {t2:.6f} eV")
print(f"s2 = {s2:.3e} (no unit)")
print(f"t - e0 s = {reduced:.4f} eV")
print(f"numerator at ka=0: {e0 + 2*t:.4f} eV")
print(f"denominator at ka=0: {1 + 2*s:.5f} (no unit)")
print(f"numerator at ka=pi: {e0 - 2*t:.4f} eV")
print(f"denominator at ka=pi: {1 - 2*s:.5f} (no unit)")
print(f"band bottom = {bottom:.4f} eV")
print(f"band top = {top:.4f} eV")
print(f"band width = {width:.4f} eV = {width*charge:.4e} J")
print(f"e0 - bottom = {e0 - bottom:.4f} eV")
print(f"top - e0 = {top - e0:.4f} eV")
print(f"4|t| = {4*abs(t):.4f} eV")
print(f"4|t - e0 s| = {4*abs(reduced):.4f} eV")
print(f"energy zero moved by {shift:.1f} eV: t = {t_up:.4f} eV")
print(f"  t - e0 s after the move = {reduced_up:.4f} eV")
print("Lowest band in eV: formula, one orbital with all neighbours,")
print("  two orbitals, plane waves")
for m in range(n_cells // 2 + 1):
    print(f"ka/pi={2*m/n_cells:.3f}: {formula[m]:.4f} {all_neigh[m]:.4f}"
          f" {two_orb[m, 0]:.4f} {exact[m]:.4f}")
print(f"largest truncation error = {1e3*np.max(np.abs(trunc)):.2f} meV")
print(f"truncation error at ka=0: {1e3*trunc[0]:.2f} meV")
print(f"  first-order estimate: {1e3*correction[0]:.2f} meV")
print(f"ring vs H(k),S(k), two orbitals: max diff {err_two:.1e} eV")
print(f"truncated ring vs formula: max diff {err_nn:.1e} eV")
print(f"largest coupling between different k: {coupling:.1e} (eV or 1)")
print(f"wide orbital b = {wide_width:.2f} nm: s = {s_wide:.4f} (no unit)")
print(f"  smallest overlap eigenvalue, complete: {min_full:.4f} (no unit)")
print(f"  smallest overlap eigenvalue, cut: {min_cut:.4f} (no unit)")
print("no test failed")
```

Running it gives:

```
hbar^2/(2m) = 0.038100 eV nm^2
spacing a = 0.30 nm, cells N = 12
well depth = 10.0 eV, well width w = 0.08 nm
orbital width b = 0.10 nm
orbital energy with one well only = -5.5877 eV
e0 = -5.8770 eV
e0 minus one-well energy = -0.2893 eV
t = -1.2917 eV
s = 0.10540 (no unit)
t2 = -0.004957 eV
s2 = 1.234e-04 (no unit)
t - e0 s = -0.6723 eV
numerator at ka=0: -8.4604 eV
denominator at ka=0: 1.21080 (no unit)
numerator at ka=pi: -3.2936 eV
denominator at ka=pi: 0.78920 (no unit)
band bottom = -6.9875 eV
band top = -4.1733 eV
band width = 2.8142 eV = 4.5088e-19 J
e0 - bottom = 1.1105 eV
top - e0 = 1.7037 eV
4|t| = 5.1668 eV
4|t - e0 s| = 2.6891 eV
energy zero moved by 5.0 eV: t = -0.7647 eV
  t - e0 s after the move = -0.6723 eV
Lowest band in eV: formula, one orbital with all neighbours,
  two orbitals, plane waves
ka/pi=0.000: -6.9875 -6.9942 -6.9942 -7.0025
ka/pi=0.167: -6.8617 -6.8651 -6.8903 -6.8951
ka/pi=0.333: -6.4852 -6.4814 -6.5744 -6.5758
ka/pi=0.500: -5.8770 -5.8685 -6.0510 -6.0561
ka/pi=0.667: -5.1255 -5.1207 -5.3536 -5.3694
ka/pi=0.833: -4.4525 -4.4579 -4.5965 -4.6278
ka/pi=1.000: -4.1733 -4.1846 -4.1846 -4.2277
largest truncation error = 11.25 meV
truncation error at ka=0: -6.76 meV
  first-order estimate: -6.76 meV
ring vs H(k),S(k), two orbitals: max diff 3.2e-14 eV
truncated ring vs formula: max diff 4.4e-15 eV
largest coupling between different k: 8.9e-15 (eV or 1)
wide orbital b = 0.20 nm: s = 0.5698 (no unit)
  smallest overlap eigenvalue, complete: 0.0588 (no unit)
  smallest overlap eigenvalue, cut: -0.1396 (no unit)
no test failed
```
